Localizing a Phillips–Kleinman operator: one exact level, an unconserved norm

**1. A level that is right and a response that is wrong**

An electron is bound to H2+ with its spin parallel to that of the electron already there. With the first electron frozen in the 1σg orbital, the 2σg level of the second lies at −0.131126 hartree (−3.568 eV). A purely local potential, built below, has its ground level at the same −0.131126 hartree, and its ground state has no node.

Now add a weak potential λw several bohr outside the molecule. The true level moves by 0.1408 λ, the level of the local model by 0.1271 λ. The ratio is 0.902. How can a potential that reproduces the energy to six decimals miss a simple outer perturbation by a tenth?

Hartree atomic units are used, all orbitals are real, and T = −½∇².

**2. The simplest case: one core orbital and no second electron**

Take the hydrogen atom, with h = T − 1/r. Let 1s play the core and 2s the valence state:

φ_c = e^(−r)/√π, ε_c = −1/2

ψ = −(1 − r/2) e^(−r/2)/√(8π), ε = −1/8.

The sign of ψ makes its tail positive. Mix in some core and write a = b/√8:

φ = ψ + aφ_c = [b e^(−r) − (1 − r/2)e^(−r/2)]/√(8π).

Because h is linear,

hφ = εψ + aε_cφ_c = εφ − (ε − ε_c)aφ_c.

The last step used ψ = φ − aφ_c. Move the last term to the left and divide it by φ, assuming φ ≠ 0:

[h + W]φ = εφ, W = (ε − ε_c)aφ_c/φ.

With ε − ε_c = 3/8, and after cancelling e^(−r),

W(r) = (3/8) b/[b − (1 − r/2)e^(r/2)].

When is the division allowed? The function (1 − r/2)e^(r/2) has derivative −(r/4)e^(r/2), so its maximum is 1, at r = 0. Hence φ is positive everywhere if b > 1.

Limit b → 1. The expansions e^(−r) ≈ 1 − r + r²/2 and (1 − r/2)e^(−r/2) ≈ 1 − r + 3r²/8 leave a bracket r²/8 in φ. Then W ≈ (3/8)/(r²/8) = 3/r² near the nucleus. This is what φ ∝ r² requires, since ∇²r²/(2r²) = 3/r². The repulsion becomes singular just as the node reaches the origin.

Limit of large r. The denominator is dominated by (r/2)e^(r/2), so W ≈ (3b/4)e^(−r/2)/r. The repulsion is short-ranged and the Coulomb tail is untouched.

**3. Put a real electron in the core**

For H2+ plus an electron, h = T + V_nuc, where V_nuc is the attraction of two protons held R = 2 bohr apart. The core orbital obeys hφ_c = ε_cφ_c. For parallel spins the spatial wavefunction is the antisymmetrized product of φ_c and ψ. With ψ normalized and orthogonal to φ_c, its energy is

E = ε_c + ⟨ψ|h + J − K|ψ⟩ + 1/R.

Here J multiplies by the Coulomb potential of φ_c², and K exchanges:

(Jf)(r) = f(r) ∫ φ_c(r′)²/|r − r′| d³r′

(Kf)(r) = φ_c(r) ∫ φ_c(r′)f(r′)/|r − r′| d³r′.

Variation of ψ with the core frozen gives the eigenvalue problem of

H = T + V_nuc + J − K.

Putting f = φ_c in the two definitions gives Jφ_c = Kφ_c, so Hφ_c = hφ_c = ε_cφ_c. The core orbital is itself an eigenfunction of H. Other eigenfunctions with different energies are then orthogonal to it because H is Hermitian, and no extra constraint is needed.

I solve these equations in prolate spheroidal coordinates ξ = (r₁ + r₂)/R and η = (r₁ − r₂)/R, where r₁ and r₂ are the distances to the protons. Functions are represented by polynomials on Gauss–Legendre nodes, after a map of ξ to a finite interval. Coulomb potentials come from the Poisson equation on the same grid. The result is

ε_c = −1.102634, ε = −0.131126 hartree

E = −1.102634 − 0.131126 + 0.5 = −0.733760 hartree.

This is frozen-core static exchange. It omits relaxation of the core orbital, electron correlation and nuclear motion.

**4. The Phillips–Kleinman operator and its free parameter**

The algebra of section 2 used only that ψ and φ_c are eigenfunctions of one linear operator. It carries over with h replaced by H:

Hφ = εφ − (ε − ε_c)aφ_c.

Since ⟨φ_c|φ⟩ = a, the last term is the action of a projector:

(H + V_PK)φ = εφ, V_PK = (ε − ε_c)|φ_c⟩⟨φ_c|.

Its strength is −0.131126 + 1.102634 = 0.9715 hartree. It lifts the core level to ε, because (H + V_PK)φ_c = ε_cφ_c + (ε − ε_c)φ_c = εφ_c. The level ε is therefore at least doubly degenerate, any mixture of ψ and φ_c solves the equation, and a is undetermined.

Two considerations narrow the choice. First, φ must be nodeless. The 1σg orbital is positive, and ψ is positive outside the core, so φ > 0 everywhere if

a > a_min = max(−ψ/φ_c).

The largest ratio found is at the bond midpoint, where the values given below yield a_min = 0.07814/0.31469 = 0.2483. (The grid points, which miss the midpoint, give 0.2477.) Second, a smooth function is wanted, so I minimize the kinetic energy per unit norm. With the matrix elements

T_vv = ⟨ψ|T|ψ⟩ = 0.09673

T_cc = ⟨φ_c|T|φ_c⟩ = 0.60206

T_vc = ⟨ψ|T|φ_c⟩ = −0.18783 hartree,

the quotient to be minimized is

t(a) = (T_vv + 2aT_vc + a²T_cc)/(1 + a²).

It is stationary when the vector (1, a) is an eigenvector of the 2 × 2 kinetic matrix. The lower eigenvalue is

t = (T_vv + T_cc)/2 − √{[(T_cc − T_vv)/2]² + T_vc²}

= 0.34940 − 0.31483 = 0.0346 hartree.

The first row of the eigenvalue equation, T_vv + aT_vc = t, then gives

a = (t − T_vv)/T_vc = (0.03456 − 0.09673)/(−0.18783) = 0.331.

This exceeds a_min, so the smoothest choice is nodeless here. That is a result for this system; minimizing the kinetic energy does not by itself prove it for another. At the bond midpoint the core admixture turns a negative lobe into a small positive value:

φ = −0.07814 + 0.33098 × 0.31469 = 0.02602 bohr^(−3/2).

Limit a = 0. Then φ = ψ and V_PK has no effect on it, but the node remains and division is not possible in general.

**5. Divide both nonlocal actions**

V_PK is not the only nonlocal term. Exchange is nonlocal too, and a local potential results only if both actions are divided by φ:

V_loc = V_nuc + J − (Kφ)/φ + (ε − ε_c)aφ_c/φ.

In this line J denotes the Coulomb potential itself. Multiplication by φ restores each action, so

(T + V_loc)φ = (H + V_PK)φ = εφ.

Solving for V_loc gives an equivalent form:

V_loc = ε + ∇²φ/(2φ).

This second form shows that the local potential is fixed completely by the energy and the pseudo-orbital. The first form shows where it comes from. At the bond midpoint, in hartree:

nuclear attraction: −2.000
Coulomb repulsion: +0.928
localized exchange: −2.309
localized Phillips–Kleinman term: +3.890
sum: +0.509

The last term is 0.9715 × 0.10416/0.02602 = 3.89, where 0.10416 is aφ_c. Both localized terms are large because φ is small there, and they cancel in part, leaving +1.58 hartree. Four bohr from the midpoint, perpendicular to the bond, they have fallen to −0.012 and +0.046, and the sum is −0.204 hartree.

Limit at a nucleus. Here φ = 0.0560 bohr^(−3/2), which is not zero. The Coulomb term, the exchange quotient and the Phillips–Kleinman quotient are then all finite, and V_loc keeps the bare −1/r of the proton. The kinetic term must cancel this singularity, which makes the direction-averaged slope of φ equal to −φ at the nucleus. The average of the two one-sided logarithmic slopes along the axis, taken over 0.001 bohr, is indeed −0.999 bohr⁻¹. Removing the node has not removed the nuclear singularity, although the localized terms add a finite repulsion that weakens the attraction around it. Only a zero of φ at the nucleus could alter this singularity, as the 3/r² of section 2 did.

Limit of large a. Where aφ_c is much larger than |ψ|, φ/a tends to φ_c. The exchange term tends to −(Kφ_c)/φ_c, which is minus the Coulomb potential, and the last term tends to ε − ε_c. Hence

V_loc → V_nuc + ε − ε_c.

This is the H2+ problem with a constant added, and its ground energy is ε_c + ε − ε_c = ε. The energy is right, yet the state has become the core orbital. Agreement in one energy is thus weak evidence that the potential describes the valence electron.

**6. Why the chosen state is the ground state**

Take any trial function f and write f = φg, which is possible because φ has no zero. Then

|∇f|² = φ²|∇g|² + 2φg ∇φ·∇g + g²|∇φ|².

The product rule gives

∇·(g²φ∇φ) = 2φg ∇φ·∇g + g²|∇φ|² + g²φ∇²φ.

The divergence integrates to zero when f vanishes at large distance; small spheres around the nuclei contribute nothing, because ∇φ is bounded there. The last two terms of |∇f|² therefore integrate to −∫g²φ∇²φ, and

⟨f|T|f⟩ = ½∫φ²|∇g|² d³r − ½∫g²φ∇²φ d³r.

From V_loc − ε = ∇²φ/(2φ),

⟨f|V_loc − ε|f⟩ = ½∫g²φ∇²φ d³r.

The sum is

⟨f|T + V_loc − ε|f⟩ = ½∫φ²|∇g|² d³r ≥ 0.

Equality requires constant g, that is f ∝ φ. The nodeless pseudo-orbital is the unique ground state of the local problem.

This theorem also exposes a cost. The true H has a σu level at −0.2809 hartree, below the 2σg level at −0.1311. In the local problem no state may lie below ε, so its lowest σu level must lie above; diagonalization puts it at −0.0933 hartree. The potential has the wrong order of symmetries. It was built for one σg state, and a σu electron would need a different potential.

**7. Count the charge**

Orthogonality of ψ and φ_c gives

⟨φ|φ⟩ = ⟨ψ|ψ⟩ + 2a⟨ψ|φ_c⟩ + a²⟨φ_c|φ_c⟩ = 1 + a².

For the smoothest mixing this is 1 + 0.33098² = 1.10955. Where is the excess? For any region Ω,

∫_Ω(φ² − ψ²) d³r = a² − ∫_outside(φ² − ψ²) d³r.

The integrand outside is 2aψφ_c + a²φ_c². It decays with the core orbital, so for a region well beyond the core the excess inside approaches a². Choose the spheroid ξ < 8, that is r₁ + r₂ < 16 bohr:

charge of φ inside: 0.94919
charge of ψ inside: 0.83971
difference: 0.10948

against a² = 0.10955. Nearly all the excess is inside.

A norm-conserving pseudo-orbital has the same tail as ψ and the same charge inside. Here the tail is kept, but the inner charge is too large by a². The cure a = 0 restores ψ and its node. Over all space the norm is 1 + a², so within this construction a nodeless φ cannot keep the total norm of a ψ that has a node.

A physical state must be normalized, so φ is divided by √(1 + a²). This corrects the total charge by lowering the tail:

φ/√(1 + a²) ≈ ψ/√(1 + a²) outside the core.

The factor is 0.949. Ten bohr from the midpoint, perpendicular to the bond, the computed ratio is also 0.949.

**8. The missing tenth**

Add λw to both Hamiltonians, with J and K frozen. First-order perturbation theory gives

true problem: dε/dλ = ⟨ψ|w|ψ⟩

local problem: dε/dλ = ⟨φ|w|φ⟩/(1 + a²).

Expanding φ in the second,

ratio = [1 + (2a⟨ψ|w|φ_c⟩ + a²⟨φ_c|w|φ_c⟩)/⟨ψ|w|ψ⟩]/(1 + a²).

If w lies outside the core, the matrix elements with φ_c are small and the ratio is 1/(1 + a²) = 0.9013.

The probe of section 1 is w = exp{−[(ξ − 10)/2]²}, a smooth shell. I diagonalized both problems with λ = ±0.0002 hartree and took the difference quotient. The slopes are 0.14081 and 0.12706, with ratio 0.9023. The missing tenth is the norm deficit of the tail.

The small remainder can be read as well. The computed ratio exceeds 1/(1 + a²) by 0.12 percent of that value. Doubling a raises this excess to 0.24 percent. Growth in proportion to a is what the term 2a⟨ψ|w|φ_c⟩ predicts, so the remainder fits the slight overlap of the probe with the core tail.

Doubling a is instructive in another way. The new φ is also nodeless, since a > a_min still holds, and the new local potential again has its ground level at −0.131126 hartree. But the norm is now 1.438 and the probe ratio falls to 0.697. There is a continuous family of local potentials, all exact for the same level, with different responses.

**9. What the norm does to other energies**

Inside a region Ω, let φ_E be the regular solution of (T + V_loc − E)φ_E = 0, and let a dot mean d/dE. Differentiation gives

(T + V_loc − E)φ̇ = φ.

Multiply by φ, subtract φ̇(T + V_loc − E)φ = 0, and use T = −½∇². The potential cancels:

φ² = −½(φ∇²φ̇ − φ̇∇²φ).

Integration and Green's theorem turn the right side into a surface term, with ∂_n the outward normal derivative:

∫_Ω φ² d³r = −½∮(φ ∂_nφ̇ − φ̇ ∂_nφ) dS.

For a spherical system and an s state, let L = (∂_rφ)/φ on the sphere. The bracket is φ² dL/dE, so

dL/dE = −2 ∫_Ω φ² d³r / ∮φ² dS.

For the true H there is an additional exchange term, ∫_Ω(φ̇Kφ − φKφ̇) d³r up to sign. It vanishes by the symmetry of the exchange kernel once the core orbital is negligible outside Ω. The identity then holds for ψ too.

The two problems have the same L at E = ε and the same surface amplitude, but φ has more charge inside. As E rises, its L falls faster. The same identity applied to the decaying outer solution shows that the outer L rises with E. The inner and outer L are equal at ε and move apart above it. They match again, at the next level, only after one of them has passed through a pole, where a node of its solution crosses the sphere and L changes from one infinity to the other. The outer L is the same function of E in both problems, provided the sphere lies far enough out that the exchange and Phillips–Kleinman terms are negligible beyond it. The localized Phillips–Kleinman term decays as φ_c/φ, more slowly than the core density, and in the molecule it is still 0.046 hartree at 4 bohr, so such a sphere must be well outside the core. The inner L starts this cycle faster in the local problem, which suggests a next level that is too low.

For the molecule, the next σg level above ε is at −0.0571 hartree in the true problem and at −0.0589 in the local one, lower by 1.8 millihartree. With a doubled, the difference is 9.7 millihartree. These numbers show that the excited levels are not reproduced, but they do not test the argument. The molecule has an s-like and a d-like σg level close together in this range. In the true problem the two mix strongly, while the next level of the local problem is almost purely s-like, so states of different character are being compared. The argument itself is for one spherical channel and for energies near ε.

**10. Many core orbitals**

Let a molecule have frozen occupied orbitals φ_c, orthonormal eigenfunctions of one Hermitian H = T + V_nuc + J − K with energies ε_c. J is now the Coulomb potential of all core electrons, and K sums the exchange with those of the same spin as the added electron. For a closed-shell Hartree–Fock molecule, H is its Fock operator. Let ψ be a normalized bound eigenfunction with energy ε, orthogonal to every φ_c. Then

φ = ψ + Σ a_cφ_c

Hφ = εψ + Σ a_cε_cφ_c = εφ − Σ(ε − ε_c)a_cφ_c.

If φ has no node, division gives

V_loc = V_nuc + J − (Kφ)/φ + Σ(ε − ε_c)a_cφ_c/φ.

The proof of section 6 used only (T + V_loc)φ = εφ, φ ≠ 0 and a bounded ∇φ at the nuclei, and holds unchanged under these conditions. The norm is

⟨φ|φ⟩ = 1 + Σ a_c²,

because all cross terms vanish. It equals 1 only if every a_c is zero. With one core orbital the formulas reduce to those above.

The conditions deserve a limit each.

If ψ keeps both signs out to arbitrarily large distance and ε lies above every ε_c, no finite mixing helps. The φ_c then decay faster than ψ, so far enough out φ follows ψ, and the node stays. A bounded negative lobe is different: with a positive core orbital, max(−ψ/φ_c) is finite and a large enough admixture removes it. The σu state of H2+ plus an electron belongs to the first kind: its two lobes have opposite signs at every distance, so no finite admixture of the core orbital makes it nodeless.

If the φ_c are not eigenfunctions of H, for instance because they were taken from another calculation, then

Hφ = εφ + Σ a_c(H − ε)φ_c.

The last term of V_loc must be replaced by −Σ a_c[(H − ε)φ_c]/φ. The form ε + ∇²φ/(2φ) is unaffected, and so is the norm, provided ψ is still orthogonal to the φ_c.

If the added electron is not bound at this level of theory, as may happen for a neutral molecule, ψ cannot be normalized and the charge count of section 7 has no meaning over all space. At positive energy ψ also oscillates at large distance, so φ has outer nodes and V_loc cannot be defined over all space. The identity of section 9 refers to a finite region. It can still be used to compare inner charges at equal surface amplitude if φ has no node in that region and the core orbitals are negligible at its surface.
